# Mott's Seebeck Formula from the Sommerfeld Expansion

## Thermopower of a degenerate conductor

A heavily doped thermocouple leg on a chip has its chemical potential inside the conduction band. The Seebeck formula for a dilute electron gas, $S=-(k_B/e)(5/2-\mu/k_BT)$, where $\mu$ is measured from the band edge and the scattering time is independent of energy, does not apply there. For the leg treated below, $\mu=0.1091$ eV and $k_BT=0.02585$ eV at 300 K, so $\mu/k_BT=4.22$ and that formula would give $+148\ \mu$V/K. The full integral for the same model gives $-90\ \mu$V/K. The dilute formula fails even in sign, because it lets every electron in the band respond, while the Pauli principle restricts the response to energies near $\mu$. What matters there is how the conductivity changes with energy across this narrow range.

### Current driven by a field and a temperature gradient

The algebra uses atomic units, $\hbar=m_e=e=1$, with $k_B$ kept. The electron charge is $-1$. Electrons are independent, with band energy $E_{\mathbf k}$ measured from the local band edge and velocity $\mathbf v=\nabla_{\mathbf k}E_{\mathbf k}$. Scattering is elastic and is described by a relaxation time $\tau(E)$. An electric field $\mathbf F$ gives $\dot{\mathbf k}=-\mathbf F$, so the steady Boltzmann equation is

$$\mathbf v\cdot\nabla f-\mathbf F\cdot\nabla_{\mathbf k}f=-\frac{f-f_0}{\tau},\qquad f_0=\frac{1}{e^{(E-\mu)/k_BT}+1}. \tag{1}$$

To first order in the gradients and the field, $f$ on the left may be replaced by $f_0$. Since $f_0$ depends on position through $(E-\mu)/k_BT$,

$$\nabla\frac{E-\mu}{k_BT}=-\frac{1}{k_BT}\left[\nabla\mu+\frac{E-\mu}{T}\nabla T\right]. \tag{2}$$

The derivative of $f_0$ with respect to this argument is $k_BT\,\partial f_0/\partial E$. Hence

$$\nabla f_0=\left(-\frac{\partial f_0}{\partial E}\right)\left[\nabla\mu+\frac{E-\mu}{T}\nabla T\right],\qquad \nabla_{\mathbf k}f_0=\mathbf v\,\frac{\partial f_0}{\partial E}. \tag{3}$$

Putting (3) into (1) gives the deviation $\delta f=f-f_0$:

$$\delta f=-\tau\left(-\frac{\partial f_0}{\partial E}\right)\mathbf v\cdot\left[\boldsymbol{\mathcal E}+\frac{E-\mu}{T}\nabla T\right],\qquad \boldsymbol{\mathcal E}=\mathbf F+\nabla\mu. \tag{4}$$

The field and the gradient of $\mu$ enter as one electrochemical field $\boldsymbol{\mathcal E}$, which is what a voltmeter senses.

Take all gradients along $x$, a principal axis of the conductivity. The current is $J=-\sum v_x\,\delta f$, where the sum runs over states, spin included, per unit volume. The equilibrium part drops out because $v_x$ is odd in $\mathbf k$. The two minus signs cancel. Sorting the states by energy with $1=\int dE\,\delta(E-E_{\mathbf k})$ gives

$$J=L_0\,\mathcal E+\frac{L_1}{T}\frac{dT}{dx},\qquad L_n=\int dE\,\sigma(E)(E-\mu)^n\left(-\frac{\partial f_0}{\partial E}\right), \tag{5}$$

$$\sigma(E)=\sum\tau v_x^2\,\delta(E-E_{\mathbf k}). \tag{6}$$

The transport function $\sigma(E)$ has the units of a conductivity. As $T\to0$ the factor $-\partial f_0/\partial E$ becomes a delta function at $\mu$, and the conductivity $L_0$ becomes $\sigma(\mu)$.

The Seebeck coefficient is defined at open circuit by $\mathcal E=S\,dT/dx$. Setting $J=0$ in (5),

$$S=-\frac{1}{T}\frac{L_1}{L_0}. \tag{7}$$

Thus $-TS$ is the mean of $E-\mu$ over the carriers, weighted by their share of the conductivity. Equation (7) holds at any degeneracy within this model.

Mass anisotropy cancels in (7) when $\tau$ depends on energy alone. In an ellipsoidal band, write $k_i=\sqrt{m_i}\,q_i$. Then $E=q^2/2$ and $v_i=q_i/\sqrt{m_i}$, while the volume element gains the factor $\sqrt{m_1m_2m_3}$. The masses therefore multiply $\sigma(E)$ by a constant, which divides out of $L_1/L_0$. As a test, (1) was solved in $\mathbf k$ space for masses 0.9 and 0.2, $\tau\propto E^{1/2}$ and $k_BT/\mu=0.2$, with gradients of both $T$ and $\mu$. It gave $S=-1.16727\,k_B/e$ along and across the axis, and (7) gave the same value.

### The Sommerfeld expansion

Let $\theta=k_BT$ and $x=(E-\mu)/\theta$, where $x$ is from here on an energy variable. The thermal window is

$$w(x)=-\frac{d}{dx}\frac{1}{e^x+1}=\frac{e^x}{(e^x+1)^2}=\frac{1}{4\cosh^2(x/2)}. \tag{8}$$

It is even, so its odd moments vanish. The even ones follow from a generating function. With $u=1/(e^x+1)$ one has $w\,dx=-du$ and $e^x=(1-u)/u$, so for $|a|<1$

$$\int_{-\infty}^{\infty}w\,e^{ax}dx=\int_0^1u^{-a}(1-u)^a\,du=\Gamma(1-a)\Gamma(1+a)=\frac{\pi a}{\sin\pi a}. \tag{9}$$

The last two steps are the beta integral, with $\Gamma(2)=1$, and the reflection formula of the gamma function. With $y=\pi a$,

$$\frac{y}{\sin y}=\frac{1}{1-y^2/6+y^4/120-\dots}=1+\frac{y^2}{6}+\left(\frac1{36}-\frac1{120}\right)y^4+\dots=1+\frac{y^2}{6}+\frac{7y^4}{360}+\dots \tag{10}$$

The coefficient of $a^n$ on the left of (9) is the $n$th moment divided by $n!$. Therefore

$$\int w\,dx=1,\qquad \int w\,x^2dx=\frac{\pi^2}{3},\qquad \int w\,x^4dx=24\cdot\frac{7\pi^4}{360}=\frac{7\pi^4}{15}. \tag{11}$$

Now let $\sigma(E)$ be smooth around $\mu$ and expand it there:

$$\sigma(\mu+\theta x)=\sigma+\theta x\,\sigma'+\tfrac12\theta^2x^2\sigma''+\tfrac16\theta^3x^3\sigma'''+\dots, \tag{12}$$

with all derivatives taken at $\mu$. The window falls as $e^{-|x|}$. A band edge at a distance $\mu$ below the chemical potential therefore contributes terms of order $e^{-\mu/\theta}$, up to powers of $\mu/\theta$. These vanish faster than any power of $T$, and the integrals may run over all $x$. Even powers survive in $L_0$. In $L_1=\theta\int w\,x\,\sigma\,dx$ the extra factor $x$ selects the odd terms of (12):

$$L_0=\sigma+\frac{\pi^2}{6}\theta^2\sigma''+O(\theta^4), \tag{13}$$

$$L_1=\frac{\pi^2}{3}\theta^2\sigma'+\frac{7\pi^4}{90}\theta^4\sigma'''+O(\theta^6). \tag{14}$$

Insert these in (7), use $1/T=k_B/\theta$, and expand the denominator with $1/(1+\epsilon)\approx1-\epsilon$. For $\sigma(\mu)>0$ and $\sigma'(\mu)\neq0$,

$$S=-\frac{\pi^2}{3}k_B\theta\,\frac{\sigma'}{\sigma}\left[1+\pi^2\theta^2\left(\frac{7\sigma'''}{30\sigma'}-\frac{\sigma''}{6\sigma}\right)+O(\theta^4)\right]. \tag{15}$$

The leading term, with the charge restored, is Mott's formula:

$$\boxed{S=-\frac{\pi^2}{3}\frac{k_B^2T}{e}\left.\frac{d\ln\sigma(E)}{dE}\right|_{E=\mu}} \tag{16}$$

One factor $k_BT$ comes from the width of the window. The slope enters because electrons above $\mu$ and holes below it both drift from hot to cold. Their charge currents are opposite, and would cancel if $\sigma(E)$ were flat. If $\sigma(E)$ rises with energy, the electrons above $\mu$ win. Negative charge then builds up at the cold end until a field stops the current, and $S$ is negative.

The correction in (15) was tested on $\sigma(E)=E^{3/2}/(1+E^2)$ with $\mu=1$ and $\theta=0.003$. The integrals in (7) put $|S|$ above the magnitude of Mott's value by a fraction $9.622\times10^{-5}$ of the latter, and (15) predicts $9.623\times10^{-5}$.

### Which derivative is meant

The derivative in (16) is taken at fixed bands and fixed scatterers. It is not the slope of measured conductivity along a series of doped samples. Suppose impurities alone scatter, each supplies one electron, and $\tau\propto E^r/N$ with impurity density $N$. In a parabolic band, (6) gives $\sigma(E)\propto E^{3/2+r}/N$, so the slope at fixed $N$ is $(3/2+r)/E_F$. Along the doping series $N=n\propto E_F^{3/2}$, the conductivity varies as $E_F^r$, and its slope is $r/E_F$. For $r=0$ the doping series would predict no thermopower at all.

### Fixed electron density

In a neutral sample the density is fixed and $\mu$ moves with temperature. Let $\mathcal N(E)\propto E^{3/2}$ be the number of states below $E$ in a parabolic band. Integration by parts turns $n=\int\mathcal N'f_0\,dE$ into $\int\mathcal N(-\partial f_0/\partial E)\,dE$, which expands as in (13). Equating this to $\mathcal N(E_F)$, its value at $T=0$,

$$\mathcal N'(E_F)(\mu-E_F)+\frac{\pi^2}{6}\theta^2\mathcal N''(E_F)=0. \tag{17}$$

Since $\mathcal N''/\mathcal N'=1/(2E_F)$,

$$\mu=E_F\left[1-\frac{\pi^2}{12}t^2\right],\qquad t=\frac{k_BT}{E_F}. \tag{18}$$

For $\sigma(E)\propto E^p$ one has $\sigma'/\sigma=p/\mu$, $\sigma'''/\sigma'=(p-1)(p-2)/\mu^2$ and $\sigma''/\sigma=p(p-1)/\mu^2$. By (18), $1/\mu$ exceeds $1/E_F$ by the fraction $\pi^2t^2/12$. Equation (15) becomes

$$S=-\frac{\pi^2}{3}\frac{k_B}{e}\,p\,t\left[1+\pi^2t^2\left\{(p-1)\left(\frac{7(p-2)}{30}-\frac p6\right)+\frac1{12}\right\}+O(t^4)\right]. \tag{19}$$

For an energy-independent $\tau$, $p=3/2$. The first term in braces is $\frac12(-\frac7{60}-\frac{15}{60})=-\frac{11}{60}$, and adding $\frac5{60}$ leaves $-\frac1{10}$:

$$S=-\frac{\pi^2}{2}\frac{k_B}{e}\,t\left[1-\frac{\pi^2}{10}t^2+O(t^4)\right]. \tag{20}$$

The fall of $\mu$ raises $|S|$, but the curvature of $\sigma(E)$ lowers it by more.

### Two ways to leave Mott's regime

**Dilute band.** If $\mu$ lies many $k_BT$ below the band edge, $\sigma(\mu)=0$ and (16) has no meaning, but (7) still holds. There $-\partial f_0/\partial E\approx e^{-(E-\mu)/\theta}/\theta$. For $\sigma\propto E^p$, integration by parts gives $\int_0^\infty E^{p+1}e^{-E/\theta}dE=(p+1)\theta\int_0^\infty E^pe^{-E/\theta}dE$. The mean energy is thus $(p+1)\theta$, and

$$S=-\frac{k_B}{e}\left(p+1-\frac{\mu}{k_BT}\right). \tag{21}$$

With $p=3/2$ this is the dilute formula quoted at the start. At $\mu=-8k_BT$, where it belongs, it gives $-10.5\,k_B/e$; the full integral gives $-10.5001\,k_B/e$.

**Sharp structure.** Take $\sigma(E)=\sigma_0[1+\frac12\tanh((E-\mu)/b)]$. Its logarithmic slope at $\mu$ is $1/(2b)$, so Mott's value grows without limit as $b\to0$. The true value does not. For $b\ll k_BT$ the tanh becomes a sign function, and with $\int_0^\infty x\,w\,dx=\int_0^\infty dx/(e^x+1)=\ln2$,

$$L_0=\sigma_0,\qquad L_1\to\theta\sigma_0\cdot\tfrac12\cdot2\ln2,\qquad S\to-\frac{k_B}{e}\ln2. \tag{22}$$

This limit is $-59.7\ \mu$V/K at any temperature. At 300 K and $b=0.005$ eV the full integral gives $-59.4\ \mu$V/K, while Mott's formula gives $-733\ \mu$V/K. For $b=0.5$ eV the two are $-7.24$ and $-7.33\ \mu$V/K. The condition is that $\sigma(E)$ be smooth over several $k_BT$; a large slope alone does not ensure a large thermopower.

### A thermopile leg

Consider the heavily doped n-type leg of an on-chip thermopile, modelled as a six-valley semiconductor. Rough typical inputs are a density of $2\times10^{20}$ cm$^{-3}$, a mobility of 80 cm$^2$/Vs, and masses of 0.9 and 0.2 electron masses along and across each valley. These give a conductivity of about 2560 S/cm. Let $\tau$ be independent of energy, so that $p=3/2$.

Each valley holds one sixth of the electrons. The rescaling used for the ellipsoid turns it into a sphere with mass $m_d=(0.9\times0.2^2)^{1/3}=0.330$ electron masses, so

$$k_F=\left(\frac{3\pi^2n}{6}\right)^{1/3}=0.996\ \text{nm}^{-1},\qquad E_F=\frac{\hbar^2k_F^2}{2m_d}=0.1144\ \text{eV}. \tag{23}$$

The slope is $1.5/0.1144=13.1$ eV$^{-1}$. At 300 K, $t=0.02585/0.1144=0.226$, and with $k_B/e=86.17\ \mu$V/K Mott's formula gives

$$S=-3.290\times86.17\times0.226\times1.5=-96.1\ \mu\text{V/K}. \tag{24}$$

The correction in (20) is $-0.987\times0.226^2=-0.050$, which brings this to $-91.3\ \mu$V/K. The full integral at fixed density gives $-90.2\ \mu$V/K.

| $T$ (K) | Mott ($\mu$V/K) | With $T^3$ term | Full integral |
|---|---|---|---|
| 100 | −32.0 | −31.9 | −31.9 |
| 200 | −64.1 | −62.6 | −62.4 |
| 300 | −96.1 | −91.3 | −90.2 |
| 400 | −128.2 | −116.7 | −114.6 |

Relative to the full integral, Mott's magnitude is 0.6% too large at 100 K, 6.6% at 300 K and 12% at 400 K, a temperature that a hot chip can reach. These values take the slope at $E_F$. With the slope at the actual $\mu=0.1091$ eV, (16) gives $-101\ \mu$V/K at 300 K, which is 12% too large. The two choices differ only at the order that (16) neglects.

The voltmeter reads differences of $\Phi$, where $\mathcal E=-d\Phi/dx$. Hence $\Phi_{\rm hot}-\Phi_{\rm cold}=-S\,\Delta T$. For $\Delta T=10$ K, with $S$ held at its 300 K value and leads of negligible thermopower, the hot end is positive by 0.90 mV.

### What the model leaves out

The sizes below are for 300 K; percentages are changes of Mott's value.

*Energy-dependent scattering.* For impurities with Thomas-Fermi screening in the Born approximation, with relative permittivity 12 and each valley replaced by its equivalent sphere, the exponent $r=d\ln\tau/d\ln E$ at $E_F$ is 0.207. For acoustic phonons, whose rate follows the density of states, it is $-0.5$. Rates add, so exponents are averaged with the shares of the rate. An assumed phonon share of 0.3 gives $0.7\times0.207-0.3\times0.5=-0.005$, a change of $-0.4\%$. This near cancellation depends on the share and on the screening model. The Thomas-Fermi wavevector here is about $2k_F$, and at that momentum transfer the electron gas screens only about half as well as Thomas-Fermi theory assumes. Wavevector-dependent screening lowers the impurity exponent and can reverse its sign, so the impurity figures in this paragraph hold for Thomas-Fermi screening only. In lightly doped silicon, which has similar masses, phonons limit the mobility to about 1400 cm$^2$/Vs. The plain ratio $80/1400$ gives a share of 0.06, and scaling the phonon time as $E^{-1/2}$ up to $E_F$ raises it to about 0.09. A share between 0.06 and 0.1 means a change between $+11\%$ and $+9\%$. Impurities alone would give $0.207/1.5=+14\%$, phonons alone $-33\%$.

*Nonparabolicity.* Let $E(1+\alpha E)=k^2/2m$ with $\alpha=0.5$ eV$^{-1}$. At fixed $k_F$ and constant $\tau$, $|S|$ rises by 4.0%.

*Lifetime broadening.* Averaging the inverse masses over the valleys gives the conductivity mass $m_c=3/(1/0.9+2/0.2)=0.27$ electron masses. The mobility $e\tau/m_c$ then implies $\tau=12$ fs and a level half width $\hbar/2\tau=0.027$ eV. A Kubo calculation with this constant width and no vertex corrections, at fixed $E_F$, changes $S$ by $-2.6\%$. Since $E_F$ is merely four times the half width, interference between scattering events, not sized here, may also matter.

*Phonon drag.* Phonons flowing from hot to cold push electrons along. Let $\beta$ be the share of electron momentum loss that goes to phonons, $v_s$ the sound speed, $l$ the phonon mean free path and $\mu_m$ the mobility. Electrons drifting at velocity $u$ drive the phonon occupation $N(\omega)$ towards $N(\omega-q_xu)$ at a rate $R_q$. The momentum lost to phonons per unit time and volume is then

$$u\sum_{\mathbf q}\hbar q_x^2R_q\left(-\frac{\partial N}{\partial\omega}\right)=\beta\,\frac{neu}{\mu_m}. \tag{25}$$

In a temperature gradient the phonons deviate by $\delta N=-l\,(q_x/q)(\partial N/\partial T)\,dT/dx$. Since $N$ depends on $\omega/T$ and $\omega=v_sq$, $\partial N/\partial T=(v_sq/T)(-\partial N/\partial\omega)$. The force on the electrons follows from (25):

$$\sum_{\mathbf q}\hbar q_xR_q\,\delta N=-\frac{v_sl}{T}\,\frac{\beta ne}{\mu_m}\frac{dT}{dx}. \tag{26}$$

At open circuit the field force $-neF$ balances it, so

$$S_{\rm drag}=-\frac{\beta v_sl}{\mu_mT}. \tag{27}$$

With $\beta=0.3$, $v_s=6000$ m/s and $l=50$ nm this is $-37.5\ \mu$V/K, or 0.42 of the diffusion value. With $\beta=0.1$ and the same $l$ it is $-12.5\ \mu$V/K. The inputs are rough, $l$ above all, so (27) sets a scale. Nor are they independent: $l$ includes the loss of phonon momentum to the electrons, so it cannot exceed $v_s/R_q$, and a large $\beta$ therefore limits $l$. With $R_ql/v_s\le1$, each coupled mode adds at most $k_B/3ne$ per unit volume to $|S_{\rm drag}|$. Counting the modes that connect two points of one valley's Fermi surface gives at most 19 $\mu$V/K per acoustic branch for the equivalent sphere and 35 $\mu$V/K for the ellipsoids. The pair $\beta=0.3$, $l=50$ nm is thus possible only if the transverse branches couple as well. In that case drag is the largest of the omissions sized here. Mott's formula does not contain it.

A lower density than the one chosen reduces $E_F$ and makes (16) less accurate at a given temperature. Polycrystalline legs also have grain boundaries, whose barriers can make $\sigma(E)$ steeper; that effect, band tails and doping-induced changes of the bands are not sized here. The result is therefore a model value for diffusion. The choice of scattering mechanism alone can move it by tens of percent, before drag is added. The numerical output that follows gives the values to more digits.

## Table of computed values

```
window moments 2 and 4: 3.28987, 45.45758
ellipsoid, kT/mu=0.2, sigma~E^2: S along axis -1.16727 kB/e
same, S across axis -1.16727 kB/e
same, S from energy integral -1.16727 kB/e
structured sigma, kT/mu=0.003: S/Mott-1 = 9.6217e-05
same, from next Sommerfeld term: 9.6229e-05
dilute band, mu=-8 kT, p=1.5: S = -10.5001 kB/e
Thermopile leg, rough inputs:
electron density 2.0e+20 cm^-3; valleys 6
mobility 80 cm2/Vs; rel. permittivity 12
masses along, across: 0.9, 0.2 electron masses
density-of-states mass per valley 0.3302 electron masses
conductivity mass 0.2700 electron masses
Fermi wavevector (equivalent sphere) 0.9956 nm^-1
Fermi energy 0.1144 eV
conductivity 2563 S/cm
kB/e 86.173 uV/K; kB*T at 300 K 0.02585 eV
kB*T/E_F at 300 K 0.2260
d ln sigma/dE at E_F 13.114 1/eV
T=100 K: mu=0.1138 eV, Mott -32.04 uV/K
  with T^3 term -31.86, full -31.85 uV/K
  Mott magnitude above full by 0.58 %
T=200 K: mu=0.1122 eV, Mott -64.08 uV/K
  with T^3 term -62.64, full -62.42 uV/K
  Mott magnitude above full by 2.65 %
T=300 K: mu=0.1091 eV, Mott -96.11 uV/K
  with T^3 term -91.27, full -90.19 uV/K
  Mott magnitude above full by 6.56 %
T=400 K: mu=0.1045 eV, Mott -128.15 uV/K
  with T^3 term -116.66, full -114.58 uV/K
  Mott magnitude above full by 11.84 %
hot-end voltage for 10 K: 0.902 mV
Neglected effects at 300 K (change of Mott value):
tau exponent, screened impurities 0.207
tau exponent, with phonon share 0.3: -0.005
energy-dependent tau: -0.4 %
nonparabolicity 0.5 1/eV: 4.0 %
scattering time 12.28 fs; half width 0.0268 eV
lifetime broadening: -2.6 %
drag inputs: sound 6000 m/s, path 50 nm
phonon drag scale -37.5 uV/K
drag scale / full diffusion value 0.42
step width 0.5 eV: Mott -7.33, full -7.24 uV/K
step width 0.005 eV: Mott -732.90, full -59.40 uV/K
```
